# Why k-point convergence of the dielectric constant follows the complex bands

**Q.** For a small-gap semiconductor, my k-mesh gives a settled density but a dielectric constant that still moves. What is being summed over k?

**A.** Take one dimension first: period $a$, one filled band $n$, two spins, clamped ions, Hartree atomic units. A field $F$ adds $+Fx$ to the electron's energy. With $x_{cn}=i\langle u_c|\partial_k u_n\rangle$, second-order perturbation theory gives the energy per cell

$$\delta E=-2F^2\Big\langle\sum_c\frac{|x_{cn}|^2}{E_c-E_n}\Big\rangle_k=-\tfrac12\alpha F^2 ,$$

where the 2 counts spins. Hence

$$\alpha=\langle f\rangle_k,\qquad f(k)=4\sum_c\frac{|x_{cn}|^2}{E_c-E_n}.$$

For parallel, uncoupled chains with cross-section $A$ each, $\varepsilon=1+4\pi\alpha/(aA)$. Electrons are independent until we come to local fields.

Density functional perturbation theory avoids the sum over empty states. With $P_c$ the projector on them, it solves the Sternheimer equation

$$(H_k-E_n)P_c|\partial_ku_n\rangle=-P_cH_k'|u_n\rangle ,\qquad H_k'=\partial H_k/\partial k,$$

and a second equation of the same kind with this solution as its source. The derivative is therefore analytic at each k, and at fixed potential the mesh enters through the average alone.

**Q.** Why isn't the error of an equally spaced sum a power of the spacing?

**A.** Put $\theta=ka$ and expand the periodic integrand:

$$f(\theta)=\sum_R F_Re^{-iR\theta},\qquad F_R=\int_{-\pi}^{\pi}\frac{d\theta}{2\pi}f(\theta)e^{iR\theta}.$$

On the mesh $\theta_j=2\pi j/N$, the average of $e^{-iR\theta_j}$ is 1 if $R$ is a multiple of $N$ and 0 otherwise. The exact average is $F_0$, so

$$\alpha_N-\alpha=\sum_{m\ne0}F_{mN}.$$

If $f$ is analytic in the strip $0\le{\rm Im}\,\theta\le\eta$, we may raise the contour by $\eta$; the vertical sides cancel by periodicity. For $R>0$ this gives $|F_R|\le e^{-\eta R}\max|f(\theta+i\eta)|$. The error is exponentially small, and the rate is limited by the first singularity off the real axis.

A half-step shift of the mesh multiplies the term $m$ by $(-1)^m$. It reverses the leading error but leaves its rate alone.

**Q.** Which singularities count? Bands cross in many places.

**A.** Use $x_{cn}=i\langle u_c|H'|u_n\rangle/(E_n-E_c)$. For any number of filled bands in a finite basis,

$$f=4\sum_{n,c}\frac{\langle n|H'|c\rangle\langle c|H'|n\rangle}{(E_c-E_n)^3}
=4\oint_{\rm filled}\!\frac{dz}{2\pi i}\oint_{\rm empty}\!\frac{dz'}{2\pi i}\,
\frac{{\rm Tr}[(z-H)^{-1}H'(z'-H)^{-1}H']}{(z'-z)^3}.$$

The contours enclose the filled and the empty eigenvalues at one k. Inside them, levels may cross without harm. The expression can become singular when a filled level meets an empty one and the contours can no longer be kept apart. Thus the direct gap matters. Adding the same energy $e(k)$ to all bands may make the gap indirect, but it leaves $f$ unchanged while the system stays insulating.

**Q.** My direct gap is open at every k. Where do the levels meet?

**A.** At complex k, among the evanescent states in the gap. Let $T(E)$ carry $(\psi,\psi')$ across one period. Its determinant is 1 because the Wronskian is conserved, and a Bloch state has eigenvalue $e^{ika}$. The two eigenvalues are reciprocal, so

$$\cos ka=M(E),\qquad M=\tfrac12{\rm Tr}\,T.$$

In a gap at the zone edge $M<-1$. Writing $ka=\pi+iu$ gives $\cosh u=-M(E)$. The decay constant $u$ rises from zero at the valence edge, passes a maximum and returns to zero at the conduction edge. For each smaller $u$ there are two energies, one connected to each band. They merge at the top of the loop, where $M'(E_b)=0$ and $u=\kappa a$. Expanding both sides there,

$$-\cosh(\kappa a)+\sinh(\kappa a)(\kappa a-u)=-\cosh(\kappa a)+\tfrac12M''(E-E_b)^2,$$

$$E=E_b\pm\sqrt{B(\kappa a-u)},\qquad B=\frac{2\sinh\kappa a}{M''}.$$

This is a square-root branch point: going around it exchanges the filled and the empty band.

**Q.** Does it fix just the exponent, or the size of the error too?

**A.** Both, at large $N$. Near the branch point the two merging levels form an analytic $2\times2$ block, $H=h_0+\mathbf h\cdot\boldsymbol\sigma$, with energies $h_0\pm\sqrt D$ and $D=\mathbf h\cdot\mathbf h$. The term $h_0$ does not mix the levels. For the rank-one projector $P_n=\frac12(1-\mathbf h\cdot\boldsymbol\sigma/\sqrt D)$,

$${\rm Tr}[P_nH'(1-P_n)H']={\rm Tr}[P_nH'^2]-({\rm Tr}\,P_nH')^2=\mathbf h'^2-\frac{(\mathbf h\cdot\mathbf h')^2}{D}.$$

Since $\mathbf h\cdot\mathbf h'=D'/2$, the last term dominates as $D\to0$. Dividing by $(E_c-E_n)^2=4D$, and using $D\simeq D'(k-k_b)$,

$$x_{cn}x_{nc}\simeq-\frac{D'^2}{16D^2}=-\frac{1}{16(k-k_b)^2}.$$

No material parameter is left. Now set $\theta=\pi+\varphi$ and $w=\kappa a+i\varphi$. Then $\theta-\theta_b=-iw$, so $(k-k_b)^2=-w^2/a^2$, while $D=Bw$. Therefore

$$f\simeq4\,\frac{a^2}{16w^2}\,\frac{1}{2\sqrt{Bw}}=\frac{a^2}{8\sqrt B}\,w^{-5/2}.$$

Terms with other empty bands contain $P_n\sim D^{-1/2}$ without the vanishing denominator, so they are less singular. From $w^{-s}=\Gamma(s)^{-1}\int_0^\infty dt\,t^{s-1}e^{-wt}$, the Fourier integral selects $t=N$:

$$\int\frac{d\varphi}{2\pi}\frac{e^{iN\varphi}}{(\kappa a+i\varphi)^s}=\frac{N^{s-1}e^{-\kappa aN}}{\Gamma(s)}.$$

Take $s=5/2$, with $\Gamma(5/2)=3\sqrt\pi/4$. The origin at the zone edge gives $(-1)^N$, and $m=\pm1$ gives a factor 2:

$$\alpha_N-\alpha\simeq(-1)^N\frac{a^2}{3\sqrt{\pi B}}\,N^{3/2}e^{-\kappa aN}.$$

The next singular term, $w^{-3/2}$, is smaller by a factor of order $1/N$.

**Q.** Can you put numbers into that?

**A.** Take the potential $2V\cos(2\pi x/a)$ with $a=6$ bohr, $A=100$ bohr² and $V=0.05$ hartree. The gap is 0.0998 hartree (2.7 eV). The complex bands give $\kappa a=0.5695$ and $B=0.00874$ hartree². At $N=19$,

$$\frac{36}{3\sqrt{\pi(0.00874)}}\times19^{3/2}\times e^{-10.82}
\approx72.4\times82.8\times2.00\times10^{-5}\approx0.120\ \text{bohr}^3 .$$

The computed error is 1.18 times this, about 0.14 bohr³ in magnitude, and negative since $N$ is odd. Relative to $\alpha=134.5$ bohr³ it is just above 0.1%, and $N=20$ is indeed the first mesh below that tolerance. At $N=38$ the ratio to the law is 1.088; removing a $1/N$ correction from the two ratios gives 0.997. The numerical output shows the same approach to 1 for four values of $V$.

**Q.** How does the small gap enter?

**A.** Keep the two plane waves that meet at the zone edge, and let $q=k-\pi/a$. Their kinetic energies are $\frac12(q\pm\pi/a)^2$, so

$$H=\text{scalar}+vq\,\sigma_z+\Delta\,\sigma_x,\qquad v=\pi/a,\quad\Delta=V=E_g/2 .$$

Thus $D=\Delta^2+v^2q^2$ vanishes at $q=i\Delta/v$:

$$\kappa=\frac{E_g}{2\hbar v}\qquad(\hbar=1\text{ here}).$$

Near the edge the vertical gap is $2\sqrt D\simeq E_g+v^2q^2/\Delta$. Setting the last term equal to $q^2/(2\mu)$ defines the reduced mass $\mu=\Delta/(2v^2)$, and so $\kappa=\sqrt{\mu E_g}/\hbar$.

These are two readings of one two-band result. In a series of materials with fixed $v$, $\mu$ shrinks with the gap and $\kappa\propto E_g$. In a series with fixed $\mu$, $\kappa\propto\sqrt{E_g}$. My plane-wave chains have fixed $v$.

**Q.** Then what mesh do I need for a given accuracy?

**A.** In the same model $\mathbf h'^2-(\mathbf h\cdot\mathbf h')^2/D=v^2\Delta^2/D$. Dividing by $4D$ and by the gap $2\sqrt D$, and multiplying by 4, gives

$$f=\frac{v^2\Delta^2}{2(\Delta^2+v^2q^2)^{5/2}} .$$

For a small gap this peak is narrow, and we may extend the q-integral to infinity. For $r=a|R|$,

$$\int_{-\infty}^{\infty}\frac{e^{iqr}\,dq}{(\kappa^2+q^2)^{5/2}}
=\frac43\int_0^\infty t\,e^{-\kappa^2t-r^2/4t}\,dt=\frac{2r^2}{3\kappa^2}K_2(\kappa r).$$

The first step writes the power as a Gamma integral and does the Gaussian integral over $q$; the second is the integral form of the Bessel function $K_2$. As $r\to0$ the result tends to $4/(3\kappa^4)$. Hence $\alpha=av/(3\pi\Delta^2)$, and dividing the other Fourier coefficients by this one gives

$$\frac{\alpha_N-\alpha}{\alpha}=\sum_{m\ge1}(-1)^{mN}(my)^2K_2(my),\qquad y=\kappa aN .$$

Apart from the parity of $N$, the relative error depends on $y$ alone. For 0.1% the leading term requires $y=10.88$, hence $N\approx10.88/(\kappa a)$:

| $E_g$ (hartree) | $\kappa a$ | $10.88/(\kappa a)$ | $N$ found |
|---|---|---|---|
| 0.198 | 1.120 | 9.7 | 10 |
| 0.0998 | 0.569 | 19.1 | 20 |
| 0.0500 | 0.286 | 38.0 | 39 |
| 0.0250 | 0.143 | 76.0 | 76 |

Halving the gap doubles $N$, to within rounding. The expansion $K_2(y)\simeq\sqrt{\pi/2y}\,e^{-y}(1+15/8y)$ also accounts for most of the factor 1.18 above: at $y=10.8$ the bracket is 1.17.

**Q.** What if my mesh is far too coarse?

**A.** Then the exponential regime has not begun. For even $N$ a mesh point sits on the zone edge, and for $y\ll1$ it dominates the sum. Its contribution is $f(0)/N=v^2/(2\Delta^3N)$, so

$$\frac{\alpha_N}{\alpha}\simeq\frac{v^2}{2\Delta^3N}\,\frac{3\pi\Delta^2}{av}=\frac{3\pi}{2y}.$$

For odd $N$ the mesh misses the peak, and $\alpha_N$ is far too small. The smallest gap in the table (0.68 eV) has $y=2.29$ at $N=16$. This is not yet small, but the estimate already gives a ratio of 2.06, against a computed 2.08. The dielectric constant comes out as 93.9 instead of 45.7. If the gap closes, $\kappa\to0$ and no finite mesh reaches the exponential regime.

**Q.** So is every small-gap material slow?

**A.** No. The gap must be compared with the dispersion. Take two orbitals per cell with energies $\pm\Delta$ and equal hoppings $t$:

$$D=\Delta^2+4t^2\cos^2(\theta/2)=\Delta^2+2t^2(1+\cos\theta).$$

At $\theta=\pi+i\kappa a$, the condition $D=0$ reads

$$\cosh\kappa a=1+\frac{\Delta^2}{2t^2}.$$

For $\Delta\ll t$ this gives the slow case, $\kappa a\simeq\Delta/t$; for $\Delta\gg t$ it gives $\kappa a\simeq2\ln(\Delta/t)$. With the gap $2\Delta$ held at 0.05 hartree, $t=0.1$ hartree gives $\kappa a=0.249$ and needs $N=44$ for 0.1%. With $t=0.005$ hartree, $\kappa a=3.29$ and $N=4$ suffices. Equal gaps, elevenfold different meshes.

**Q.** Why did my density settle earlier, if it has the same branch point?

**A.** It has the same exponent but a weaker singularity. The density needs $P_n\sim D^{-1/2}$, so $s=1/2$ and its error goes as $N^{-1/2}e^{-\kappa aN}$. The error of $\alpha$ therefore grows relative to it as $N^2$. The band energy at fixed potential contains $\sqrt D$, or $s=-1/2$. The Gamma integral needs $s>0$, so first integrate by parts over $\varphi$: this turns $w^{1/2}$ into $-w^{-1/2}/(2N)$, and the error goes as $N^{-3/2}e^{-\kappa aN}$.

For the widest gap, the first density harmonic gives a power of 1.88 between $N=10$ and 20. The two-band model explains the shortfall from 2. Its density harmonic has the integrand $\Delta/\sqrt D$ up to sign, whose Fourier coefficients go as $K_0(y)$. The ratio of errors is then proportional to $y^2K_2/K_0$, and $K_2/K_0\simeq1+2/y$ still falls over this range.

**Q.** My calculation includes local fields. Do they spoil the argument?

**A.** Consider one induced potential $W\sin Gx$, with $G=2\pi/a$, $W=K\rho$ and $\rho=\langle\sin Gx\rangle$. Let $R_{xs}$ be the linear response linking $x$ and $\sin Gx$, and $R_{ss}$ that of $\sin Gx$ to itself. Then

$$\rho=R_{xs}F+R_{ss}W,\qquad W=\frac{KR_{xs}F}{1-KR_{ss}},\qquad \langle x\rangle=-\alpha F+R_{xs}W .$$

The polarizability with local fields is thus

$$\alpha_{\rm lf}=\alpha-\frac{KR_{xs}^2}{1-KR_{ss}} .$$

Each ingredient is a mesh average with the same branch point. A potential's matrix elements obey $s_{cn}s_{nc}\sim D^{-1}$, so $R_{ss}$ has at most a $w^{-3/2}$ singularity. For $R_{xs}$, the sum $x_{cn}s_{nc}+x_{nc}s_{cn}$ is unchanged when the two bands are exchanged, so it has integer powers of $w$. Its factors allow at most $w^{-3/2}$, hence $w^{-1}$, and the energy denominator makes this $w^{-3/2}$. Both corrections are of relative order $1/N$; for a small gap the small parameter is $1/(\kappa aN)$, so the coefficient of $1/N$ grows as the gap shrinks.

With $K=0.2$ hartree and the widest gap, $\alpha$ falls from 34.6 to 24.7 bohr³. The error with the kernel, divided by that without it, is 0.909 at $N=10$ and 0.952 at $N=20$, and extrapolates to 0.994. The ground-state potential was held fixed, and one harmonic is a model of the full kernel.

**Q.** Can the implementation destroy the exponential convergence?

**A.** Yes, if $\partial_ku$ is taken as a central difference between mesh neighbours. With spacing $b=2\pi/(Na)$, its leading error is proportional to $b^2$, hence to $N^{-2}$. For the widest gap, with the neighbouring states scaled to unit overlap with the state at k, the relative errors of $\alpha$ are $-9.8\times10^{-4}$ at $N=60$ and $-2.5\times10^{-4}$ at $N=120$: doubling the mesh gains a factor of 4. The Sternheimer derivative reached 0.1% at $N=10$.

**Q.** And in a crystal with more than one mesh direction?

**A.** The error is then a sum of Fourier coefficients at $N$ times the nonzero lattice vectors, and on a fine enough mesh the slowest decay wins, even if it is perpendicular to the field. I tested a two-dimensional, two-band model with the field along $x$. Its branch points give $\kappa_xa=0.599$ and $\kappa_ya=0.383$; the fitted decay of the error is 0.383.

The power of $N$ changes. Near the $y$ branch point $D\simeq Bw+Ck_x^2$, and $\mathbf h\cdot\partial_x\mathbf h=Ck_x$. The integrand contains $D^{-3/2}$ and $k_x^2D^{-5/2}$. Since $k_x$ scales as $w^{1/2}$, integrating over it leaves $w^{-1}$ from both. That is $s=1$, a pure exponential without a power of $N$.

For your semiconductor, estimate $\kappa\approx\sqrt{\mu E_g}/\hbar$ along each mesh direction from the direct gap and the reduced mass, provided the reduced mass comes from the mutual coupling of the two bands at that gap, as in the plane-wave model above, and the resulting $\kappa a$ is small. The two-orbital chain with $t=0.005$ hartree shows why the second condition is needed: there the estimate gives $\kappa a=\Delta/t=5$, while the exact value is 3.29. The first condition matters in three dimensions. The coupling of two non-degenerate bands is one complex number, linear in k near the gap, so it vanishes along at least one direction and cannot supply the reduced mass there. Pairs of spin-degenerate bands, mixed by spin-orbit coupling, can supply it along all three axes. So can an s conduction level above a degenerate p valence level, as in InSb or InAs: along each direction it couples to the light-hole band, and $\mu$ must be formed with the light-hole mass. The heavy-hole mass overestimates $\kappa$ and suggests too coarse a mesh. If the cell axes are orthogonal and are also principal axes of the reduced mass, refine first the direction whose $\kappa aN$ is clearly the smallest, where $a$ is the period along that axis. If the values are close, start with the field direction: before the integration over the other components of k, the integrand goes as $w^{-5/2}$ there, against $w^{-3/2}$ across the field, so its error carries one more power of $N$. In a skewed cell, use the reduced-mass tensor $\mu$ instead: if the levels at the gap are $h_0\pm\sqrt D$ with $D$ quadratic in k about its minimum, the decay is $\exp(-\sqrt{E_g\,\mathbf R^{T}\mu\,\mathbf R}/\hbar)$ for $\mathbf R=\sum_i m_iN_i\mathbf a_i$, with cell vectors $\mathbf a_i$, mesh numbers $N_i$ and integers $m_i$ that are not all zero. On a fine enough mesh, the $\mathbf R$ with the slowest decay sets the error.

## Computed results

```
period a = 6.0 bohr, area = 100 bohr^2
kappa*a*N for relative error 1e-03: 10.88
V = 0.1000 hartree: gap = 0.19835 hartree = 5.397 eV
  branch: E_b = 0.11080 hartree, kappa*a = 1.12006
  B = 1.7542e-02 hartree^2, mu = 0.17558 electron masses
  a*sqrt(mu*gap) = 1.11973, gap*a^2/(2 pi) = 1.13648
  alpha = 34.5543 bohr^3, epsilon = 1.72370, at N=16: 1.72370
  error/law at N=10: 1.1741, N=20: 1.0853, extrapolated: 0.9966
  N needed = 10, estimate = 9.7
V = 0.0500 hartree: gap = 0.09979 hartree = 2.715 eV
  branch: E_b = 0.13031 hartree, kappa*a = 0.56948
  B = 8.7418e-03 hartree^2, mu = 0.09028 electron masses
  a*sqrt(mu*gap) = 0.56949, gap*a^2/(2 pi) = 0.57177
  alpha = 134.4708 bohr^3, epsilon = 3.81635, at N=16: 3.82937
  error/law at N=19: 1.1800, N=38: 1.0883, extrapolated: 0.9967
  N needed = 20, estimate = 19.1
V = 0.0250 hartree: gap = 0.04997 hartree = 1.360 eV
  branch: E_b = 0.13537 hartree, kappa*a = 0.28604
  B = 4.3654e-03 hartree^2, mu = 0.04548 electron masses
  a*sqrt(mu*gap) = 0.28605, gap*a^2/(2 pi) = 0.28633
  alpha = 534.4490 bohr^3, epsilon = 12.19347, at N=16: 14.28832
  error/law at N=38: 1.1793, N=76: 1.0879, extrapolated: 0.9966
  N needed = 39, estimate = 38.0
V = 0.0125 hartree: gap = 0.02500 hartree = 0.680 eV
  branch: E_b = 0.13665 hartree, kappa*a = 0.14318
  B = 2.1819e-03 hartree^2, mu = 0.02278 electron masses
  a*sqrt(mu*gap) = 0.14319, gap*a^2/(2 pi) = 0.14322
  alpha = 2134.4437 bohr^3, epsilon = 45.70369, at N=16: 93.86213
  error/law at N=77: 1.1765, N=154: 1.0867, extrapolated: 0.9968
  N needed = 76, estimate = 76.0
V = 0.0125: relative alpha error at N=16: 1.0773, Bessel law: 1.0773
V = 0.1: alpha from density response = 34.5535 bohr^3
half-step shift, error ratio at N=10: -0.99993
finite-difference d/dk, relative error N=60: -9.847e-04, N=120: -2.468e-04
power of N in (alpha error)/(density error): 1.877
local-field kernel = 0.2 hartree: alpha = 24.6774 bohr^3
  error with/without kernel: N=10: 0.9093, N=20: 0.9515, extrapolated: 0.9937
two-band chains, both with gap 0.050 hartree:
  hopping 0.1 hartree: kappa*a = 0.2494, fitted 0.2509, N needed = 44
  hopping 0.005 hartree: kappa*a = 3.2945, fitted 3.3150, N needed = 4
2D model, field along x: kappa_x*a = 0.5993, kappa_y*a = 0.3831, fitted 0.3833
```
